# Choosing the Time Integrator for First-Order Pyrolysis Networks: Backward Euler

## The setting, seen in two species

Once electronic-structure calculations have supplied rate constants for the decomposition of a precursor, a kinetics module can turn them into concentrations as functions of time. The user then chooses an integrator and a time step $h$. What the choice does is visible for two isomers of equal mass that interconvert, $A\to B$ with rate constant $k$ and $B\to A$ with rate constant $q$. Their concentrations obey

$$\dot a=-ka+qb,\qquad \dot b=ka-qb .$$

Forward Euler evaluates the rates at the old time and gives $a'=(1-hk)a+hqb$, where a prime marks the new value. If $b=0$ and $hk>1$, the new concentration is negative: the step removes more $A$ than was present.

Backward Euler evaluates the rates at the new time:

$$(1+hk)a'-hq\,b'=a,\qquad -hk\,a'+(1+hq)b'=b .$$

The determinant is $(1+hk)(1+hq)-h^2kq=1+h(k+q)$, so

$$a'=\frac{(1+hq)a+hq\,b}{1+h(k+q)},\qquad b'=\frac{hk\,a+(1+hk)b}{1+h(k+q)} .$$

Every coefficient is nonnegative for every $h>0$. Adding the two results gives $a'+b'=a+b$. The two properties have different origins. Conservation follows from adding the equations, and forward Euler has it too. Nonnegativity comes from the signs in the inverse matrix.

## The general network and its assumptions

Let $c_i$ be the concentration of species $i$ in a fixed, closed volume. Each reaction $r$ has one reactant molecule, of species $j(r)$, a rate constant $k_r\ge0$, and $\nu_{ir}\ge0$ product molecules of species $i$. Then

$$\dot c=Kc,\qquad K_{ij}=\sum_{r:\,j(r)=j}k_r(\nu_{ir}-\delta_{ij}).$$

For $i\ne j$ the Kronecker delta vanishes, so $K_{ij}\ge0$: a reactant can feed another species but cannot consume it.

Let $w_i>0$ be the molar masses. If all products are tracked, each reaction satisfies $\sum_i w_i\nu_{ir}=w_{j(r)}$, and therefore

$$\sum_i w_iK_{ij}=\sum_{r:\,j(r)=j}k_r\Big(\sum_iw_i\nu_{ir}-w_j\Big)=0,
\qquad\text{or}\qquad w^TK=0 .$$

Solving this sum for its diagonal term gives $K_{jj}=-\sum_{i\ne j}w_iK_{ij}/w_j\le0$. The plain sum of concentrations is generally not conserved, because one molecule may become two.

Under these assumptions, for every $h>0$, the backward Euler equation

$$(I-hK)c'=c$$

has a unique solution; $c\ge0$ implies $c'\ge0$, component by component; and $w^Tc'=w^Tc$.

The model excludes bimolecular steps, such as adduct formation from two tracked species and recombination of methyl radicals. Their rates are products of concentrations. A temperature ramp is allowed: $K$ may differ from step to step, provided each step uses one matrix with the stated properties. A changing volume would add dilution terms.

## Why the result holds for any step

It is convenient to count mass. Put $y_i=w_ic_i$ and $W=\mathrm{diag}(w_i)$. The rate matrix for $y$ is

$$L=WKW^{-1},\qquad L_{ij}=\frac{w_iK_{ij}}{w_j}.$$

Its off-diagonal entries are nonnegative, its columns sum to zero, and $L_{jj}=K_{jj}$. The step becomes $Ay'=y$ with $A=I-hL$. Each column of $A$ sums to one.

Write $A=D-B$, where $D$ is the diagonal part and $B_{ij}=hL_{ij}\ge0$ for $i\ne j$. The column sum gives

$$D_{jj}-\sum_{i\ne j}B_{ij}=1,
\qquad D_{jj}=1+h|K_{jj}|\ge1 .$$

Column $j$ of $BD^{-1}$ therefore sums to

$$\frac{\sum_{i\ne j}B_{ij}}{D_{jj}}=\frac{D_{jj}-1}{D_{jj}}<1 .$$

The largest column sum is a matrix norm, so the geometric series converges. Since $A=(I-BD^{-1})D$,

$$A^{-1}=D^{-1}\sum_{n=0}^{\infty}(BD^{-1})^n\ge0 .$$

A matrix with nonpositive off-diagonal entries and a nonnegative inverse is a nonsingular M-matrix. This proves uniqueness and nonnegativity for $y'$, and dividing by the positive masses carries both to $c'$.

Conservation needs one more line. With $\mathbf 1$ the vector of ones, $\mathbf1^TA=\mathbf1^T$. Multiplication by $A^{-1}$ from the right gives $\mathbf1^T=\mathbf1^TA^{-1}$, hence $\mathbf1^Ty'=\mathbf1^Ty$. Each column of $A^{-1}$ distributes one unit of mass over the species.

The same argument conserves each element. If $e_i$ is the number of atoms of that element in species $i$, atom balance gives $e^TK=0$. Multiplying the step equation by $e^T$ then gives $e^Tc'=e^Tc$.

## Which assumption protects what

Three small matrices, each with unit masses, separate the causes. The first has zero column sums but one negative off-diagonal entry:

$$S=\begin{pmatrix}-1&1&0\\2&-2&1\\-1&1&-1\end{pmatrix}.$$

The lower-left entry of $(I-hS)^{-1}$ is $-h/(1+4h+2h^2)$. At $h=0.01$ it is $-0.0096$. The total is conserved while positivity is lost. In general $(I-hK)^{-1}=I+hK+O(h^2)$, so a negative off-diagonal $K_{ij}$ produces a negative entry at small enough $h$. Nonnegative off-diagonal entries are thus necessary for positivity at every step size.

The second matrix loses mass from its first species:

$$\begin{pmatrix}-3&1\\2&-1\end{pmatrix},\qquad
(I-hK)^{-1}\Big|_{h=1}=\frac16\begin{pmatrix}2&1\\2&4\end{pmatrix}.$$

The inverse is nonnegative, so this is still an M-matrix, but the first column sums to $4/6=0.667$. The M-matrix property alone does not conserve mass.

The third creates mass through $A\to2B$ and $B\to2A$:

$$\begin{pmatrix}-1&2\\2&-1\end{pmatrix},\qquad
(I-hK)^{-1}\Big|_{h=2}=-\frac17\begin{pmatrix}3&4\\4&3\end{pmatrix}.$$

Its off-diagonal rates are nonnegative, yet every entry of the inverse is negative. Mass balance therefore does two jobs: it fixes the total, and it prevents the growth that could destroy the M-matrix property at large $h$.

Before relying on the setting, inspect the signs of the off-diagonal rates and the mass balance of every reaction. An omitted by-product that does not react further turns $w^TK=0$ into $w^TK\le0$. The columns of $A$ then sum to at least one, the column sums of $BD^{-1}$ remain below one, and positivity survives; only the tracked mass is no longer conserved. It is the creation of mass that endangers positivity.

## What one large step means

The exact evolution over a time $t$ is $e^{tK}$. In mass variables it is nonnegative: choose $\mu\ge\max_j|L_{jj}|$ and write $e^{tL}=e^{-\mu t}e^{t(L+\mu I)}$, whose second factor is a power series in a nonnegative matrix. Its columns sum to one because $\mathbf1^TL=0$. Thus $e^{tL}$ stays bounded, and

$$\int_0^\infty e^{-s}e^{shL}\,ds
=\Big[-A^{-1}e^{-sA}\Big]_0^\infty=A^{-1}.$$

The upper limit vanishes because $e^{-sA}=e^{-s}e^{shL}$. Returning to concentrations,

$$c'=\int_0^\infty e^{-s}\,e^{shK}c\,ds .$$

One backward Euler step is an average of exact evolutions over exponentially distributed times with mean $h$. This explains both its safety and its error: an average of physical states is physical, but it is not the state at time $h$.

As $h\to0$ the step leaves $c$ unchanged. As $h\to\infty$ it gives the final composition. To see that this limit exists, note that the eigenvalues of $L$ lie in discs centred at $L_{jj}$ with radius $|L_{jj}|$. These discs touch the imaginary axis at zero alone. Boundedness of $e^{tL}$ excludes growing powers of $t$ at eigenvalue zero, so $e^{tL}$ converges, and so does its average.

## Other choices of integrator

Forward Euler multiplies $c$ by $I+hK$. This matrix is nonnegative exactly when $1+hK_{jj}\ge0$ for all $j$, so the condition for all nonnegative starting states is

$$h\le\frac1{\max_j|K_{jj}|}.$$

Crank–Nicolson averages the old and new rates. With $M=I-hK/2$, its step matrix is

$$M^{-1}(I+hK/2)=M^{-1}(2I-M)=2M^{-1}-I .$$

The earlier proof with $h/2$ in place of $h$ shows $M^{-1}\ge0$. Only the diagonal entries can then be negative. The diagonal part of $MM^{-1}=I$ reads

$$\Big(1+\frac h2|K_{jj}|\Big)(M^{-1})_{jj}
=1+\frac h2\sum_{i\ne j}K_{ji}(M^{-1})_{ij}\ge1 .$$

Hence $2(M^{-1})_{jj}-1\ge0$ whenever $h|K_{jj}|\le2$, and a sufficient condition is $h\le2/\max_j|K_{jj}|$. If the fastest-decaying species is never re-formed, directly or through intermediates, the last sum vanishes for it and the bound is sharp.

Both methods conserve mass, since $w^TK=0$ removes the rate terms from their step equations. A correct total is therefore no sign of acceptable concentrations. Setting negative values to zero afterwards does not repair the step: it adds the mass that the negative entries had balanced.

## A trimethylgallium–ammonia adduct

The adduct (CH₃)₃Ga:NH₃ can dissociate, eliminate methane, or stick reversibly to the wall. Free Ga(CH₃)₃ then loses two methyl radicals in succession. The wall inventory is expressed per gas volume. The rate constants are round model parameters chosen to give a stiff network. They do not correspond to one temperature: where Ga–C homolysis reaches 10 s⁻¹, the much weaker Ga–N donor bond breaks far faster than 2000 s⁻¹. The values are:

- adduct → Ga(CH₃)₃ + NH₃: 2000 s⁻¹
- adduct → (CH₃)₂GaNH₂ + CH₄: 50 s⁻¹
- adduct → wall adduct: 300 s⁻¹; return: 20 s⁻¹
- Ga(CH₃)₃ → Ga(CH₃)₂ + CH₃: 10 s⁻¹
- Ga(CH₃)₂ → GaCH₃ + CH₃: 4000 s⁻¹

Recombination of methyl radicals and re-formation of the adduct from its fragments are left out. At the concentrations used here, both can matter within 10 ms. The numbers therefore compare integrators on a linear model and do not predict the composition in a reactor.

Start with 1 mmol/m³ of adduct and take one step of $h=10$ ms. Seconds suit reactor kinetics better than atomic time units. Let $a$ and $b$ be the new gas and wall adduct concentrations in mmol/m³. The total loss constant of the gas adduct is $2000+50+300=2350$ s⁻¹, so

$$(1+23.5)a-0.2b=1,\qquad (1+0.2)b-3a=0 .$$

The second equation gives $b=2.5a$. The first becomes $(24.5-0.5)a=1$, hence $a=1/24=0.0417$ and $b=0.1042$. The other species follow in order:

$$\begin{aligned}
[\mathrm{NH_3}]&=20a=0.8333,\\
[\mathrm{(CH_3)_2GaNH_2}]&=[\mathrm{CH_4}]=0.5a=0.0208,\\
[\mathrm{Ga(CH_3)_3}]&=20a/1.1=0.7576,\\
[\mathrm{Ga(CH_3)_2}]&=0.1(0.7576)/41=0.00185,\\
[\mathrm{GaCH_3}]&=40[\mathrm{Ga(CH_3)_2}]=0.0739,\\
[\mathrm{CH_3}]&=0.0758+0.0739=0.1497 .
\end{aligned}$$

The table compares this step with the exact solution of the same linear model, obtained from the matrix exponential, and with one Crank–Nicolson step. Concentrations are in mmol/m³. The molar masses $w$, in g/mol, are sums of standard atomic masses.

| Species | $w$ | Backward Euler | Exact | Crank–Nicolson |
|---|---:|---:|---:|---:|
| adduct | 131.859 | 0.0417 | 0.0009 | −0.8414 |
| wall adduct | 131.859 | 0.1042 | 0.1079 | 0.2162 |
| Ga(CH₃)₃ | 114.828 | 0.7576 | 0.7909 | 1.5101 |
| NH₃ | 17.031 | 0.8333 | 0.8694 | 1.5856 |
| (CH₃)₂GaNH₂ | 115.816 | 0.0208 | 0.0217 | 0.0396 |
| CH₄ | 16.043 | 0.0208 | 0.0217 | 0.0396 |
| Ga(CH₃)₂ | 99.793 | 0.0018 | 0.0020 | 0.0036 |
| GaCH₃ | 84.758 | 0.0739 | 0.0766 | 0.0719 |
| CH₃ | 15.035 | 0.1497 | 0.1551 | 0.1474 |

Forward Euler gives $1-23.5=-22.5$ mmol/m³ of adduct. All three integrators keep the mass density at 131.859 mg/m³. The total molecular concentration in the backward Euler result is 2.004 mmol/m³, twice its initial value, as fragmentation permits. Replacing the negative Crank–Nicolson entry by zero would add $0.8414\times131.859\approx111$ mg/m³, nearly doubling the mass.

The fastest-decaying species is Ga(CH₃)₂, with $|K_{jj}|=4000$ s⁻¹. For arbitrary nonnegative starting states, the positivity limits are therefore 0.25 ms for forward Euler and 0.50 ms for Crank–Nicolson. The latter is sharp because the products of Ga(CH₃)₂ do not return to it in this model. For backward Euler at 10 ms, the largest column sum of $BD^{-1}$ is $40/41=0.976$, still below one.

In the limit of a very large step, all wall adduct eventually returns and reacts. The final branching is $2000/2050=0.9756$ mmol/m³ of GaCH₃ and $50/2050=0.0244$ mmol/m³ of (CH₃)₂GaNH₂. A single backward Euler step with $h=10^9$ s gives these values to the digits shown.

## Choosing the step for accuracy

Positivity sets no upper limit on $h$, but accuracy does. For fixed $K$ and small $h$,

$$(I-hK)^{-1}-e^{hK}
=(I+hK+h^2K^2)-\Big(I+hK+\frac{h^2K^2}{2}\Big)+O(h^3)
=\frac{h^2K^2}{2}+O(h^3).$$

To accumulate the error over $n=t/h$ steps, use $-\ln(I-hK)=hK+h^2K^2/2+O(h^3)$:

$$(I-hK)^{-n}=\exp\!\Big(tK+\frac{ht}{2}K^2+O(h^2)\Big)
=e^{tK}\Big(I+\frac{ht}{2}K^2\Big)+O(h^2).$$

The local error is second order and the error at fixed time is first order. In the example, the largest concentration error at 10 ms, relative to the matrix exponential, is as follows.

| Steps | Largest error (mmol/m³) |
|---:|---:|
| 1 | $4.07\times10^{-2}$ |
| 10 | $6.04\times10^{-4}$ |
| 100 | $6.06\times10^{-5}$ |
| 1000 | $6.06\times10^{-6}$ |
| 2000 | $3.03\times10^{-6}$ |

The first refinement gains more than a factor of ten because a single step does not resolve the adduct's decay. Ignoring return from the wall, one step leaves $1/24.5\approx0.04$ of the adduct, whereas ten steps leave $(1/3.35)^{10}<10^{-5}$. After that, the error at 10 ms follows the first-order law. The table refers to the final time only: with ten steps, the adduct after the first millisecond is about $1/3.35\approx0.30$ against $e^{-2.35}\approx0.10$, an error of 0.20 mmol/m³ that has decayed by 10 ms. Resolving the transient itself requires $h|K_{jj}|\ll1$.

A practical estimate comes from repeating a calculation with half the step. If $c_h=c_{\rm exact}+hC+O(h^2)$, then $c_h-c_{h/2}=hC/2+O(h^2)$, which estimates the error of the finer result. The extrapolated value $2c_{h/2}-c_h$ removes the first-order error but can lose positivity. For a single decay with $x=hk$, one full step and two half steps give

$$\frac{2}{(1+x/2)^2}-\frac1{1+x}
=\frac{1+x-x^2/4}{(1+x/2)^2(1+x)},$$

which is negative for $x>2+2\sqrt2\approx4.83$. Use the difference as an error estimate and retain $c_{h/2}$ when positivity matters.

## Keeping the guarantee in finite precision

The theorem assumes exact arithmetic. When $h|K_{jj}|$ is huge, the unit column sum that carries mass conservation is a small difference of large numbers. It is damaged by rounding when the diagonal $1+h|K_{jj}|$ is formed, and again when ordinary elimination updates a diagonal entry by subtraction. The cure is to store the off-diagonal transfers $b_{ij}=hL_{ij}$ and the column sums $s_j=1$, and to build each pivot from them by addition.

Eliminate species $k$ from those remaining. Its diagonal entry and equation are

$$p_k=s_k+\sum_{i\ne k}b_{ik},\qquad
p_kx_k=y_k+\sum_{j\ne k}b_{kj}x_j,$$

where $x$ is the new mass vector. Substitution into the other equations gives, for $i\ne j$,

$$b_{ij}\leftarrow b_{ij}+\frac{b_{ik}b_{kj}}{p_k},\qquad
y_i\leftarrow y_i+\frac{b_{ik}y_k}{p_k}.$$

Removing row $k$ from column $j$ raises its sum from $s_j$ to $s_j+b_{kj}$. The substitution subtracts $b_{kj}\sum_{i\ne k}b_{ik}/p_k=b_{kj}(p_k-s_k)/p_k$. The new sum is therefore

$$s_j\leftarrow s_j+b_{kj}-b_{kj}\frac{p_k-s_k}{p_k}
=s_j+\frac{b_{kj}s_k}{p_k}.$$

After the last elimination, the equation for $x_k$ is used in reverse order. Every operation adds, multiplies or divides nonnegative numbers, so rounding cannot create a negative concentration, barring overflow.

For six mutually connected species with random transfers $b_{ij}$ between $10^{12}$ and $10^{13}$ and a random nonnegative starting vector, a 60-digit solution served as reference. The largest relative component error was $7\times10^{-16}$ for this elimination and $2\times10^{-3}$ for an ordinary double-precision solution with an explicitly formed diagonal. Near $3\times10^{13}$, adjacent double-precision numbers differ by $1/256$. The one itself is still representable, but each rounding made while summing the transfers into the diagonal can shift the unit column sum by up to about $0.002$, and the subtractions in ordinary elimination add errors of a similar order even when the diagonal is exact. For very stiff reversible networks, the linear solver is thus part of the setting's guarantee.
